# Continuum Phases, Energy Normalization and the Argon 3p Photoelectron Asymmetry: verification in Python

```python
"""
Result under test: a regular Numerov solution matched to Coulomb F and G, and
Milne's phase-amplitude equation, give the same continuum phase shift and
energy normalization; with them the argon 3p asymmetry parameter is
  beta = (2 Rd^2 - 4 Rs Rd cos(D)) / (Rs^2 + 2 Rd^2).
Rs, Rd: energy-normalized length dipole integrals from 3p to s and d waves.
D: total d phase minus total s phase, each Coulomb sigma plus short-range delta.
Potential: self-consistent Hartree-Fock-Slater, full Slater exchange, with the
Latter tail -1/r. Atomic units are used internally.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import (roots_jacobi, eval_legendre, loggamma, lpmv,
                           spherical_jn)

EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
Z = 18

# ---------- Legendre-Lobatto mesh for bound and box states ----------
order, box_radius, map_length = 260, 60.0, 5.0
nodes = np.concatenate(([-1.0], roots_jacobi(order - 1, 1, 1)[0], [1.0]))
legendre = eval_legendre(order, nodes)
weights = 2 / (order * (order + 1) * legendre**2)
gap = nodes[:, None] - nodes[None, :]
np.fill_diagonal(gap, 1.0)
derivative = legendre[:, None] / legendre[None, :] / gap
np.fill_diagonal(derivative, 0.0)
derivative[0, 0] = -order * (order + 1) / 4
derivative[-1, -1] = order * (order + 1) / 4
alpha_map = 2 * map_length / box_radius
jacobian = map_length * (2 + alpha_map) / (1 - nodes + alpha_map)**2
stiffness = (derivative.T * (weights / jacobian)) @ derivative
stiffness = stiffness[1:-1, 1:-1]
r_mesh = (map_length * (1 + nodes) / (1 - nodes + alpha_map))[1:-1]
dr_mesh = (weights * jacobian)[1:-1]
root_dr = np.sqrt(dr_mesh)
kinetic = 0.5 * stiffness / np.outer(root_dr, root_dr)


def box_states(l, potential):
    """Energies and unit-normalized u(r) with u = 0 at the box wall."""
    h_matrix = kinetic + np.diag(potential + l * (l + 1) / (2 * r_mesh**2))
    energies, vectors = eigh(h_matrix)
    return energies, vectors / root_dr[:, None]


hydrogenic = box_states(0, -Z / r_mesh)[0][0]
assert abs(hydrogenic / (-Z**2 / 2) - 1) < 1e-6

# ---------- self-consistent field ----------
smooth_rv = -1 - (Z - 1) * np.exp(-1.2 * r_mesh)
for iteration in range(1, 201):
    v_mesh = np.minimum(smooth_rv, -1.0) / r_mesh
    e_s, u_s = box_states(0, v_mesh)
    e_p, u_p = box_states(1, v_mesh)
    radial_density = (2 * np.sum(u_s[:, :3]**2, axis=1)
                      + 6 * np.sum(u_p[:, :2]**2, axis=1))
    r_hartree = Z * r_mesh / box_radius + np.linalg.solve(
        stiffness, dr_mesh * radial_density / r_mesh)
    density = radial_density / (4 * np.pi * r_mesh**2)
    exchange = -3 * (3 * density / (8 * np.pi))**(1 / 3)
    new_rv = -Z + r_hartree + r_mesh * exchange
    change = np.max(np.abs(new_rv - smooth_rv))
    if change < 1e-8:
        break
    smooth_rv = smooth_rv + 0.4 * (new_rv - smooth_rv)
assert change < 1e-8
direct_hartree = np.sum(dr_mesh * radial_density
                        / np.maximum(r_mesh, r_mesh[0]))
assert abs(r_hartree[0] / r_mesh[0] / direct_hartree - 1) < 1e-5
e_3p = e_p[1]
u_3p_mesh = u_p[:, 1] * np.sign(u_p[0, 1])

# ---------- logarithmic Numerov grid ----------
step = 0.0025
count = int(math.log(20 / 1e-5) / step) + 1
log_r = math.log(20.0) - step * np.arange(count)[::-1]
r = np.exp(log_r)
x_target = (r * (1 + alpha_map) - map_length) / (r + map_length)
bary = (1 / legendre) / (x_target[:, None] - nodes[None, :])
bary /= bary.sum(axis=1)[:, None]
rv_smooth_grid = bary @ np.concatenate(([-Z], smooth_rv, [0.0]))
u_3p = bary @ np.concatenate(([0.0], u_3p_mesh, [0.0]))
rv = np.minimum(rv_smooth_grid, -1.0)
cross = int(np.argmax(rv_smooth_grid > -1.0))
assert np.all(rv_smooth_grid[cross:] > -1.0)
r_tail = np.interp(-1.0, rv_smooth_grid[cross - 1:cross + 1],
                   r[cross - 1:cross + 1])


def numerov(l, energies, x_grid, r_times_v):
    """Regular solutions u(r), one column per energy; u ~ r^(l+1) at 0."""
    energies = np.atleast_1d(np.asarray(energies, dtype=float))
    radius = np.exp(x_grid)
    h = x_grid[1] - x_grid[0]
    g = ((l + 0.5)**2 + 2 * (radius * r_times_v)[:, None]
         - 2 * radius[:, None]**2 * energies[None, :])
    t = h * h * g / 12
    factor = (2 + 10 * t) / (1 - t)
    w = np.empty_like(t)
    for i in (0, 1):
        start = radius[i]**(l + 0.5) * (1 + r_times_v[0] * radius[i] / (l + 1))
        w[i] = (1 - t[i]) * start
    for i in range(1, len(radius) - 1):
        w[i + 1] = factor[i] * w[i] - w[i - 1]
    return np.sqrt(radius)[:, None] * w / (1 - t)


def coulomb_pair(l, energy, radius):
    k = math.sqrt(2 * energy)
    f = mp.coulombf(l, -1 / k, k * radius)
    g = mp.coulombg(l, -1 / k, k * radius)
    return float(mp.re(f)), float(mp.re(g))


def match(l, energy, radii, values):
    """Amplitude and short-range phase from two points."""
    table = np.array([coulomb_pair(l, energy, float(q)) for q in radii])
    c, s = np.linalg.solve(table, values)
    return math.hypot(c, s), math.atan2(s, c), table


def continuum(l, energies):
    energies = np.atleast_1d(energies)
    u = numerov(l, energies, log_r, rv)
    amplitudes, phases = [], []
    for j, energy in enumerate(energies):
        amp, phase, _ = match(l, energy, r[[-21, -1]], u[[-21, -1], j])
        u[:, j] *= math.sqrt(2 / (math.pi * math.sqrt(2 * energy))) / amp
        amplitudes.append(amp)
        phases.append(phase)
    return u, np.array(phases), np.array(amplitudes)


def dipole(u):
    return step * np.sum(u * (r**2 * u_3p)[:, None], axis=0)


def wrap(angle):
    return np.angle(np.exp(1j * np.asarray(angle)))


def sigma_coulomb(l, energy):
    return np.imag(loggamma(l + 1 - 1j / np.sqrt(2 * energy)))


def beta_formula(rs, rd, difference):
    return ((2 * rd**2 - 4 * rs * rd * np.cos(difference))
            / (rs**2 + 2 * rd**2))


# The regular 3p solution must change sign at large r across the eigenvalue.
ends = numerov(1, [e_3p - 5e-4, e_3p + 5e-4], log_r, rv)[-1]
assert ends[0] * ends[1] < 0

# ---------- fourth-order convergence in a pure Coulomb field ----------
e_example = 10 / EV
order_errors = []
for h_test in (0.025, 0.0125):
    x_test = math.log(10.0) - h_test * np.arange(int(14 / h_test))[::-1]
    u_test = numerov(0, e_example, x_test, -np.ones(len(x_test)))[:, 0]
    pick = [-1 - round(0.05 / h_test), -1]
    order_errors.append(match(0, e_example, np.exp(x_test[pick]),
                              u_test[pick])[1])
order_ratio = order_errors[0] / order_errors[1]
assert 12 < order_ratio < 20, order_ratio

# ---------- Milne integration through the full potential ----------
rv_spline = CubicSpline(log_r, rv_smooth_grid)
probe = int(np.argmin(np.abs(r - 1.0)))


def milne(l, energy):
    """Short-range phase and u_E at the probe radius, without Numerov."""
    k, cent, far, near = math.sqrt(2 * energy), l * (l + 1), 300.0, 2e-5
    c2 = cent / (2 * k) + 1 / (2 * k**3)
    c3 = (cent - 1) / (2 * k**3) + 1 / (2 * k**5)
    w = k + 1 / (k * far) - c2 / far**2 + c3 / far**3
    dw = -1 / (k * far**2) + 2 * c2 / far**3 - 3 * c3 / far**4
    phase = (k * far + math.log(2 * k * far) / k - l * math.pi / 2
             + sigma_coulomb(l, energy) + c2 / far - c3 / (2 * far**2))
    state = [w**-0.5, -0.5 * w**-1.5 * dw, phase]

    def slope(q, y, inner):
        charge = float(rv_spline(math.log(q))) if inner else -1.0
        p2 = 2 * energy - 2 * charge / q - cent / q**2
        return [y[1], y[0]**-3 - p2 * y[0], y[0]**-2]

    saved = None
    for a, b, inner in ((far, r_tail, False), (r_tail, r[probe], True),
                        (r[probe], near, True)):
        run = solve_ivp(slope, (a, b), state, method="DOP853", args=(inner,),
                        rtol=1e-9, atol=1e-11)
        assert run.success
        state = run.y[:, -1]
        if b == r[probe]:
            saved = state.copy()
    delta = -(state[2] - near / ((2 * l + 1) * state[0]**2))
    value = math.sqrt(2 / math.pi) * saved[0] * math.sin(saved[2] + delta)
    return float(wrap(delta)), value


example = {}
for l in (0, 2):
    raw = numerov(l, e_example, log_r, rv)[:, 0]
    amp, delta, table = match(l, e_example, r[[-21, -1]], raw[[-21, -1]])
    u_norm = raw * math.sqrt(2 / (math.pi * math.sqrt(2 * e_example))) / amp
    delta_milne, value_milne = milne(l, e_example)
    assert abs(wrap(delta - delta_milne)) < 3e-4, (l, delta, delta_milne)
    assert abs(u_norm[probe] - value_milne) < 5e-4

    mid = int(np.argmin(np.abs(r - 10)))
    delta_mid = match(l, e_example, r[[mid - 20, mid]], raw[[mid - 20, mid]])[1]
    assert abs(wrap(delta - delta_mid)) < 1e-4
    low = int(np.argmin(np.abs(r - 0.5 * r_tail)))
    delta_low = match(l, e_example, r[[low - 20, low]], raw[[low - 20, low]])[1]
    assert abs(wrap(delta - delta_low)) > 1e-2

    coarse_x, coarse_rv = log_r[::-1][::2][::-1], rv[::-1][::2][::-1]
    coarse_u = numerov(l, e_example, coarse_x, coarse_rv)[:, 0]
    delta_coarse = match(l, e_example, np.exp(coarse_x[[-11, -1]]),
                         coarse_u[[-11, -1]])[1]
    assert abs(wrap(delta - delta_coarse)) < 1e-4

    # Box diagonalization supplies both phase and density of states.
    e_box, u_box = box_states(l, v_mesh)
    n = int(np.argmin(np.abs(e_box - e_example)))
    spacing = (45 * (e_box[n + 1] - e_box[n - 1])
               - 9 * (e_box[n + 2] - e_box[n - 2])
               + e_box[n + 3] - e_box[n - 3]) / 60
    box_dipole = np.sum(dr_mesh * u_box[:, n] * r_mesh * u_3p_mesh)
    r2_box = box_dipole**2 / spacing
    u_at_box, delta_at_box, _ = continuum(l, e_box[n])
    r2_numerov = dipole(u_at_box)[0]**2
    assert abs(r2_box / r2_numerov - 1) < 5e-3, (l, r2_box, r2_numerov)
    f_wall, g_wall = coulomb_pair(l, e_box[n], box_radius)
    delta_wall = math.atan2(-f_wall, g_wall)
    assert abs(math.sin(delta_wall - delta_at_box[0])) < 2e-3
    example[l] = dict(raw=raw[[-21, -1]], amp=amp, delta=delta, table=table,
                      milne=delta_milne, u=u_norm[probe], um=value_milne,
                      low=delta_low, ebox=e_box[n], box=r2_box,
                      num=r2_numerov)

# ---------- angular formula: interference sign from plane waves ----------
k_free = 1.3
free = [quad(lambda q: q**4 * spherical_jn(l, k_free * q)
             * math.exp(-q * q / 2), 0, 12)[0] for l in (0, 2)]
cos2_weight = k_free**2 * (k_free**2 - 2)
beta_free = (2 * cos2_weight / 3) / (1 + cos2_weight / 3)
assert abs(beta_free - beta_formula(free[0], free[1], 0.0)) < 1e-7

# ---------- energy table ----------
kinetic_ev = np.array([2, 5, 10, 15, 20, 25, 30, 40, 50, 60], dtype=float)


def overlap_d(energy):
    return dipole(numerov(2, energy, log_r, rv))[0]


scan = dipole(numerov(2, kinetic_ev / EV, log_r, rv))
changes = np.where(scan[:-1] * scan[1:] < 0)[0]
assert len(changes) == 1, scan
e_cooper = brentq(overlap_d, kinetic_ev[changes[0]] / EV,
                  kinetic_ev[changes[0] + 1] / EV, xtol=1e-10)
energies = np.append(kinetic_ev / EV, e_cooper)
us, ds, _ = continuum(0, energies)
ud, dd, _ = continuum(2, energies)
rs, rd = dipole(us), dipole(ud)
coulomb_difference = sigma_coulomb(2, energies) - sigma_coulomb(0, energies)
phase_difference = wrap(coulomb_difference + dd - ds)
beta = beta_formula(rs, rd, phase_difference)
omega = energies - e_3p
strength = 2 * (rs**2 + 2 * rd**2) / 3
cross_section = (4 * np.pi**2 * const.fine_structure * omega * strength
                 * BOHR**2 / 1e-22)

# Length and velocity forms agree only for eigenfunctions of one potential.
du_3p = np.gradient(u_3p, log_r, edge_order=2) / r
for length, waves, term in ((rs, us, -1.0), (rd, ud, 2.0)):
    operator = -du_3p + term * u_3p / r
    velocity = step * np.sum(waves * (r * operator)[:, None], axis=0) / omega
    assert np.max(np.abs(length - velocity)) < 3e-3

# Explicit sum over initial m, with angular integrals done by quadrature.
x_ang, w_ang = np.polynomial.legendre.leggauss(20)
p2 = (3 * x_ang**2 - 1) / 2


def harmonic(l, m):
    norm = ((2 * l + 1) / (4 * math.pi) * math.factorial(l - m)
            / math.factorial(l + m))
    return math.sqrt(norm) * lpmv(m, l, x_ang)


for j, energy in enumerate(energies):
    pattern = np.zeros(len(x_ang))
    for m, copies in ((0, 1), (1, 2)):
        amplitude = np.zeros(len(x_ang), dtype=complex)
        for l, radial, short in ((0, rs[j], ds[j]), (2, rd[j], dd[j])):
            if l >= m:
                y = harmonic(l, m)
                angular = 2 * np.pi * np.sum(w_ang * y * x_ang * harmonic(1, m))
                total_phase = sigma_coulomb(l, energy) + short
                amplitude += ((-1j)**l * np.exp(1j * total_phase)
                              * radial * angular * y)
        pattern += copies * np.abs(amplitude)**2
    total = np.sum(w_ang * pattern)
    beta_sum = 5 * np.sum(w_ang * pattern * p2) / total
    assert abs(beta_sum - beta[j]) < 1e-9
    assert np.allclose(pattern, total / 2 * (1 + beta[j] * p2),
                       rtol=1e-9, atol=1e-11)
    assert abs(4 * np.pi * total / strength[j] - 1) < 1e-9

# ---------- printed results ----------
i10 = int(np.where(kinetic_ev == 10)[0][0])
k10 = math.sqrt(2 * e_example)
print(f"SCF iterations: {iteration}")
print(f"3p eigenvalue: {e_3p:.5f} hartree = {e_3p * EV:.3f} eV")
print(f"Latter tail begins at r0 = {r_tail:.4f} bohr")
print(f"Numerov log step: {step:.4f}; Coulomb error ratio: {order_ratio:.2f}")
print(f"Example: E = {e_example:.6f} hartree, k = {k10:.6f} 1/bohr")
print(f"Matching radii: {r[-21]:.5f}, {r[-1]:.5f} bohr")
for l in (0, 2):
    q = example[l]
    print(f"l={l} raw u at radii: {q['raw'][0]:.7e}, {q['raw'][1]:.7e}")
    print(f"l={l} F at radii: {q['table'][0, 0]:.7f}, {q['table'][1, 0]:.7f}")
    print(f"l={l} G at radii: {q['table'][0, 1]:.7f}, {q['table'][1, 1]:.7f}")
    print(f"l={l} raw amplitude N: {q['amp']:.7e}")
    print(f"l={l} delta: match {q['delta']:.5f}, Milne {q['milne']:.5f} rad")
    print(f"l={l} u_E at r={r[probe]:.4f} bohr: match {q['u']:.5f}, "
          f"Milne {q['um']:.5f} a.u.")
    print(f"l={l} delta if matched at r0/2: {q['low']:.4f} rad")
    print(f"l={l} box level {q['ebox'] * EV:.4f} eV: R^2 box {q['box']:.5f}, "
          f"Numerov {q['num']:.5f} a.u.")
    print(f"l={l} Coulomb sigma: {sigma_coulomb(l, e_example):.5f} rad")
print(f"10 eV: Rs = {rs[i10]:.5f}, Rd = {rd[i10]:.5f} a.u.")
print(f"10 eV: total phase difference = {phase_difference[i10]:.5f} rad")
print(f"10 eV: beta = {beta[i10]:.4f}, sigma = {cross_section[i10]:.3f} Mb")
beta_coulomb = beta_formula(rs[i10], rd[i10], coulomb_difference[i10])
print(f"10 eV: beta without short-range phases = {beta_coulomb:.4f}")
print("Table: E(eV) photon(eV) Rs(a.u.) Rd(a.u.) D(rad) beta sigma(Mb)")
for j, energy_ev in enumerate(kinetic_ev):
    print(f"{energy_ev:4.0f} {omega[j] * EV:7.2f} {rs[j]:8.4f} {rd[j]:8.4f} "
          f"{phase_difference[j]:8.4f} {beta[j]:7.4f} {cross_section[j]:8.3f}")
print(f"Rd zero: kinetic {e_cooper * EV:.3f} eV, photon {omega[-1] * EV:.3f} eV")
print(f"At Rd zero: Rs = {rs[-1]:.5f} a.u., |beta| = {abs(beta[-1]):.1e}, "
      f"sigma = {cross_section[-1]:.4f} Mb")
print(f"Plane-wave test: k = {k_free:.1f} a.u., beta = {beta_free:.5f}")
print("PASS")
```

It prints:

```
SCF iterations: 38
3p eigenvalue: -0.53322 hartree = -14.510 eV
Latter tail begins at r0 = 2.5509 bohr
Numerov log step: 0.0025; Coulomb error ratio: 15.97
Example: E = 0.367493 hartree, k = 0.857314 1/bohr
Matching radii: 19.02459, 20.00000 bohr
l=0 raw u at radii: 9.8685374e-02, 4.2276676e-02
l=0 F at radii: 0.9318767, 0.3836404
l=0 G at radii: -0.2589139, -0.8894420
l=0 raw amplitude N: 1.0533532e-01
l=0 delta: match -0.02000, Milne -0.02001 rad
l=0 u_E at r=1.0007 bohr: match 0.44957, Milne 0.44957 a.u.
l=0 delta if matched at r0/2: -0.1254 rad
l=0 box level 9.7620 eV: R^2 box 0.35431, Numerov 0.35434 a.u.
l=0 Coulomb sigma: 0.27518 rad
l=2 raw u at radii: -2.3772644e-02, -3.4871458e-03
l=2 F at radii: -0.5723004, -0.9714511
l=2 G at radii: -0.7856407, -0.0554971
l=2 raw amplitude N: 2.8909707e-02
l=2 delta: match 1.50358, Milne 1.50358 rad
l=2 u_E at r=1.0007 bohr: match 0.83613, Milne 0.83613 a.u.
l=2 delta if matched at r0/2: 0.3074 rad
l=2 box level 9.6973 eV: R^2 box 1.58113, Numerov 1.58135 a.u.
l=2 Coulomb sigma: -1.11488 rad
10 eV: Rs = 0.58785, Rd = -1.19301 a.u.
10 eV: total phase difference = 0.13352 rad
10 eV: beta = 1.7627, sigma = 15.463 Mb
10 eV: beta without short-range phases = 1.0497
Table: E(eV) photon(eV) Rs(a.u.) Rd(a.u.) D(rad) beta sigma(Mb)
   2   16.51   0.9756  -3.1261  -1.7271  0.8609   66.884
   5   19.51   0.7874  -2.6147  -0.7859  1.3638   55.117
  10   24.51   0.5879  -1.1930   0.1335  1.7627   15.463
  15   29.51   0.4625  -0.4905   0.5824  1.7825    4.055
  20   34.51   0.3768  -0.1740   0.8512  1.1523    1.381
  25   39.51   0.3146  -0.0150   1.0419  0.1003    0.776
  30   44.51   0.2675   0.0717   1.1923 -0.2207    0.720
  40   54.51   0.2016   0.1494   1.4313  0.3270    0.919
  50   64.51   0.1582   0.1727   1.6245  0.7738    1.079
  60   74.51   0.1279   0.1742   1.7879  1.0369    1.135
Rd zero: kinetic 25.682 eV, photon 40.192 eV
At Rd zero: Rs = 0.30738 a.u., |beta| = 6.6e-13, sigma = 0.7505 Mb
Plane-wave test: k = 1.3 a.u., beta = -0.42317
PASS
```
